# Exterior potentials, multipole moments and the Weinert pseudo-charge: a numerical check

```python
"""
Result under test: the potential outside a sphere depends on the charge inside
only through the moments q_lm = integral of conj(Y_lm) r^l rho, namely
    V(r) = sum_lm 4 pi/(2l+1) q_lm Y_lm / r^(l+1),
so a smooth pseudo-charge with equal moments gives the same outside potential.
In a crystal the same holds between the spheres, up to a known constant.
Hartree atomic units: charge e, length bohr, potential hartree/e.
R: sphere radius, L: highest matched l, n: smoothness exponent of the
pseudo-charge r^l (1-r^2/R^2)^n, a: cubic lattice side, G: reciprocal vector.
"""
from math import factorial, pi
import numpy as np
from scipy.integrate import quad
from scipy.special import beta, erfc, lpmv, spherical_jn

R, L, n_main, a = 2.0, 8, 6, 5.0
volume = a**3
charge = np.array([4.0, -2.0, -1.0])
place = np.array([[0, 0, 0], [0.3, 0, 0.4], [0, -0.3, 0.4]], float)
channels = [(l, m) for l in range(L + 1) for m in range(-l, l + 1)]


def sph(l, m, vec):
    """Complex spherical harmonic of the direction of vec."""
    r = np.linalg.norm(vec, axis=-1)
    cos_t = np.clip(vec[..., 2] / np.where(r > 0, r, 1.0), -1, 1)
    phi = np.arctan2(vec[..., 1], vec[..., 0])
    k = abs(m)
    norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * np.conj(y)


def moment(q, pos, l, m):
    s = np.linalg.norm(pos, axis=1)
    return np.sum(q * s**l * np.conj(sph(l, m, pos)))


def coulomb(q, pos, points):
    """Direct Coulomb sum at each point."""
    total = np.zeros(len(points))
    for qi, si in zip(q, pos):
        total += qi / np.linalg.norm(points - si, axis=1)
    return total


q_lm = {lm: moment(charge, place, *lm) for lm in channels}

# Angular quadrature on the unit sphere
ct, wt = np.polynomial.legendre.leggauss(40)
ph = 2*pi*np.arange(80) / 80
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
dirs = np.stack([ST*np.cos(PH), ST*np.sin(PH), CT], axis=-1).reshape(-1, 3)
w_ang = np.repeat(wt, 80) * 2*pi / 80


def project(q, pos, r, l, m):
    return np.sum(w_ang * np.conj(sph(l, m, dirs)) * coulomb(q, pos, r*dirs))


# Outside potential, projected on Y_lm, returns every moment
dev_proj = 0.0
for l, m in channels[:25]:
    got = (2*l + 1) / (4*pi) * 3.0**(l + 1) * project(charge, place, 3.0, l, m)
    dev_proj = max(dev_proj, abs(got - q_lm[l, m]))
assert dev_proj < 1e-10

# First integral of the radial equation sees only the enclosed moment,
# even when another charge sits farther out
q_more = np.append(charge, 1.5)
p_more = np.vstack([place, [0.96, 0.0, 1.28]])
h = 1e-3
for l, m in channels[:16]:
    slope = (project(q_more, p_more, 1 + h, l, m)
             - project(q_more, p_more, 1 - h, l, m)) / (2*h)
    first_integral = slope - l * project(q_more, p_more, 1.0, l, m)
    # tolerance set by the h^2 error of the central difference
    assert abs(first_integral + 4*pi*q_lm[l, m]) < 2e-4


# Smooth pseudo-charge
def norm_l(l, n):
    return 0.5 * R**(2*l + 3) * beta(l + 1.5, n + 1)


def shape(l, n, r):
    return r**l * (1 - r**2/R**2)**n / norm_l(l, n)


x, wx = np.polynomial.legendre.leggauss(40)
rad, w_rad = 0.5*R*(x + 1), 0.5*R*wx
Y_dirs = {lm: sph(*lm, dirs) for lm in channels}
grid = (rad[:, None, None] * dirs[None]).reshape(-1, 3)


def pseudo_grid(n):
    """Pseudo-charge of each quadrature cell."""
    rho = np.zeros((len(rad), len(dirs)), complex)
    for l, m in channels:
        rho += q_lm[l, m] * np.outer(shape(l, n, rad), Y_dirs[l, m])
    assert np.max(abs(rho.imag)) < 1e-10
    return (rho.real * (w_rad*rad**2)[:, None] * w_ang[None]).ravel()


cells = {n: pseudo_grid(n) for n in (3, n_main)}
for n in cells:
    for l, m in channels[:9]:
        assert abs(moment(cells[n], grid, l, m) - q_lm[l, m]) < 1e-10


def from_grid(n, point):
    return np.sum(cells[n] / np.linalg.norm(grid - point, axis=1))


outside = np.array([[1.5, 1.5, 1.0], [2.5, 0, 0], [2.5, 2.5, 2.5]])
v_true = coulomb(charge, place, outside)
s_all = np.linalg.norm(place, axis=1)


def bound(top, r):
    return np.sum(abs(charge) * (s_all/r)**(top + 1) / (r - s_all))


for p, v in zip(outside, v_true):
    for n in cells:
        assert abs(from_grid(n, p) - v) < bound(L, np.linalg.norm(p)) + 1e-9

P = outside[0]
rP = np.linalg.norm(P)
partial = {}
for top in (0, 1, 2, 4, 8):
    partial[top] = sum(4*pi/(2*l + 1) * q_lm[l, m] * sph(l, m, P) / rP**(l + 1)
                       for l, m in channels if l <= top).real
    assert abs(partial[top] - v_true[0]) <= bound(top, rP) + 1e-12

# Potential inside the sphere, from shells of pseudo-charge
inside = np.array([0.0, 0.0, 1.0])
r_in = 1.0
v_pseudo_in = 0.0
for l in range(L + 1):
    inner = quad(lambda s: s**(l + 2) * shape(l, n_main, s), 0, r_in)[0]
    outer = quad(lambda s: s**(1 - l) * shape(l, n_main, s), r_in, R)[0]
    radial = 4*pi/(2*l + 1) * (inner/r_in**(l + 1) + outer*r_in**l)
    v_pseudo_in += sum(radial * q_lm[l, m] * sph(l, m, inside)
                       for m in range(-l, l + 1)).real
v_true_in = coulomb(charge, place, inside[None])[0]
assert abs(v_true_in - v_pseudo_in) > 0.01

# Periodic crystal with uniform neutralizing background
i = np.arange(-12, 13)
ints = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
size = np.linalg.norm(ints, axis=1)
keep = (size > 0) & (size <= 12)
ints, size = ints[keep], size[keep]
G = 2*pi/a * ints
g = np.linalg.norm(G, axis=1)
j = np.arange(-2, 3)
T = a * np.array(np.meshgrid(j, j, j, indexing="ij")).reshape(3, -1).T


def ewald(p, alpha):
    """Zero-average periodic potential of the point charges."""
    total = 0.0
    for qi, si in zip(charge, place):
        d = np.linalg.norm(p - si - T, axis=1)
        recip = np.sum(np.exp(-g**2/(4*alpha**2)) / g**2 * np.cos(G @ (p - si)))
        total += qi * (np.sum(erfc(alpha*d)/d) + 4*pi/volume*recip
                       - pi/(volume*alpha**2))
    return total


rho_G = np.zeros(len(G), complex)
for l, m in channels:
    F = (R**(l + 3) * 2**n_main * factorial(n_main)
         * spherical_jn(l + n_main + 1, g*R) / (g*R)**(n_main + 1)
         / norm_l(l, n_main))
    rho_G += 4*pi/volume * (-1j)**l * q_lm[l, m] * sph(l, m, G) * F
for triple in ([2, 1, 1], [-1, 3, 2]):
    k = np.where((ints == triple).all(axis=1))[0][0]
    direct = np.sum(cells[n_main] * np.exp(-1j * (grid @ G[k]))) / volume
    assert abs(direct - rho_G[k]) < 1e-10
point_G = np.exp(-1j * (G @ place.T)) @ charge / volume


def series(coeff, p, cut):
    use = size <= cut
    return np.sum(4*pi/g[use]**2 * coeff[use] * np.exp(1j*(G[use] @ p))).real


second_true = np.sum(charge * s_all**2)
second_pseudo = np.sum(cells[n_main] * np.sum(grid**2, axis=1))
shift = 2*pi/(3*volume) * (second_true - second_pseudo)
v_ew = np.array([ewald(p, 1.0) for p in outside])
assert np.allclose(v_ew, [ewald(p, 0.8) for p in outside], atol=1e-9)
v_ps = np.array([series(rho_G, p, 12) for p in outside])
# tolerance: neglected l > L and the finite Fourier cutoff
assert np.max(abs(v_ew - v_ps - shift)) < 2e-5
assert abs(shift) > 1e-3

rms = {}
for cut in (6, 12):
    e_ps = [series(rho_G, p, cut) + shift - v for p, v in zip(outside, v_ew)]
    e_pt = [series(point_G, p, cut) - v for p, v in zip(outside, v_ew)]
    rms[cut] = (np.sqrt(np.mean(np.square(e_ps))),
                np.sqrt(np.mean(np.square(e_pt))))
assert rms[12][0] < 0.01 * rms[12][1]

# Inside a sphere the crystal potentials differ by the free-space difference
gap_crystal = ewald(inside, 1.0) - series(rho_G, inside, 12) - shift
assert abs(gap_crystal - (v_true_in - v_pseudo_in)) < 5e-5

print(f"sphere radius R = {R} bohr; L = {L}; n = {n_main}")
for qi, si in zip(charge, place):
    print(f"charge {qi:+.1f} e at {si.tolist()} bohr")
for l, m in ((0, 0), (1, 0), (1, 1), (2, 0), (2, 1), (2, 2)):
    z = q_lm[l, m]
    print(f"q_{l},{m} = {z.real:+.6f} {z.imag:+.6f} i  e bohr^{l}")
print(f"largest deviation of projected moments, l<=4: {dev_proj:.1e} (a.u.)")
print(f"outside point {P.tolist()} bohr, distance {rP:.6f} bohr")
print(f"  direct Coulomb sum: {v_true[0]:.8f} hartree/e")
for top, v in partial.items():
    print(f"  multipoles to l={top}: {v:.8f}, error {v - v_true[0]:+.1e},"
          f" bound {bound(top, rP):.1e} hartree/e")
for n in cells:
    print(f"  pseudo-charge n={n}, quadrature: {from_grid(n, P):.8f} hartree/e")
print(f"inside point {inside.tolist()} bohr")
print(f"  true potential:   {v_true_in:.6f} hartree/e")
print(f"  pseudo potential: {v_pseudo_in:.6f} hartree/e")
print(f"  true - pseudo, free space: {v_true_in - v_pseudo_in:.6f} hartree/e")
print(f"  true - pseudo - constant, crystal: {gap_crystal:.6f} hartree/e")
print(f"cubic lattice side {a} bohr, cell volume {volume} bohr^3")
print(f"second moment r^2, true charge:   {second_true:.6f} e bohr^2")
print(f"second moment r^2, pseudo-charge: {second_pseudo:.6f} e bohr^2")
print(f"predicted constant true - pseudo: {shift:.6f} hartree/e")
for p, ve, vp in zip(outside, v_ew, v_ps):
    print(f"at {p.tolist()} bohr: Ewald {ve:.6f}, pseudo {vp:.6f},"
          f" difference {ve - vp:.6f} hartree/e")
for cut, (e1, e2) in rms.items():
    print(f"cutoff G = {2*pi/a*cut:.3f} 1/bohr, {np.sum(size <= cut)} vectors:"
          f" rms error pseudo {e1:.1e}, point charges {e2:.1e} hartree/e")
print("all good")
```

It prints:

```
sphere radius R = 2.0 bohr; L = 8; n = 6
charge +4.0 e at [0.0, 0.0, 0.0] bohr
charge -2.0 e at [0.3, 0.0, 0.4] bohr
charge -1.0 e at [0.0, -0.3, 0.4] bohr
q_0,0 = +0.282095 +0.000000 i  e bohr^0
q_1,0 = -0.586323 +0.000000 i  e bohr^1
q_1,1 = +0.207296 +0.103648 i  e bohr^1
q_2,0 = -0.217620 +0.000000 i  e bohr^2
q_2,1 = +0.185412 +0.092706 i  e bohr^2
q_2,2 = -0.034765 -0.000000 i  e bohr^2
largest deviation of projected moments, l<=4: 1.9e-12 (a.u.)
outside point [1.5, 1.5, 1.0] bohr, distance 2.345208 bohr
  direct Coulomb sum: 0.29834863 hartree/e
  multipoles to l=0: 0.42640143, error +1.3e-01, bound 3.5e-01 hartree/e
  multipoles to l=1: 0.29848100, error +1.3e-04, bound 7.4e-02 hartree/e
  multipoles to l=2: 0.29694807, error -1.4e-03, bound 1.6e-02 hartree/e
  multipoles to l=4: 0.29815944, error -1.9e-04, bound 7.2e-04 hartree/e
  multipoles to l=8: 0.29834884, error +2.1e-07, bound 1.5e-06 hartree/e
  pseudo-charge n=3, quadrature: 0.29834884 hartree/e
  pseudo-charge n=6, quadrature: 0.29834884 hartree/e
inside point [0.0, 0.0, 1.0] bohr
  true potential:   -0.472136 hartree/e
  pseudo potential: -0.202671 hartree/e
  true - pseudo, free space: -0.269465 hartree/e
  true - pseudo - constant, crystal: -0.269465 hartree/e
cubic lattice side 5.0 bohr, cell volume 125.0 bohr^3
second moment r^2, true charge:   -0.750000 e bohr^2
second moment r^2, pseudo-charge: 0.705882 e bohr^2
predicted constant true - pseudo: -0.024394 hartree/e
at [1.5, 1.5, 1.0] bohr: Ewald -0.172500, pseudo -0.148106, difference -0.024394 hartree/e
at [2.5, 0.0, 0.0] bohr: Ewald -0.018563, pseudo 0.005830, difference -0.024393 hartree/e
at [2.5, 2.5, 2.5] bohr: Ewald -0.173006, pseudo -0.148613, difference -0.024394 hartree/e
cutoff G = 7.540 1/bohr, 924 vectors: rms error pseudo 1.4e-04, point charges 7.8e-02 hartree/e
cutoff G = 15.080 1/bohr, 7152 vectors: rms error pseudo 2.3e-07, point charges 1.3e-02 hartree/e
all good
```
